\section*{Proof of the node and arrow rules for angular momentum diagrams, part 2}

A Yutsis--Levinson--Vanagas diagram represents a sum of products of $3j$ symbols over magnetic quantum numbers. The rules for changing its node signs and arrows have been proved and are now applied. Hartree atomic units are used, so $\hbar=1$. With $a(j,m)=\sqrt{(j-m)(j+m+1)}$, $J_+|jm\rangle=a(j,m)|j,m+1\rangle$ and $J_-|j,m+1\rangle=a(j,m)|jm\rangle$. A triad has integer $J=j_1+j_2+j_3$ and $|j_1-j_2|\le j_3\le j_1+j_2$; $k_i=J-2j_i$. Coupled states have the phase
\begin{equation}
\langle j_1\,j_1\;j_2\,j_3-j_1|j_3\,j_3\rangle>0 .
\label{eq:CS}
\end{equation}
A plain line is $\delta_{m,m'}$. An arrow (tail $m$, head $m'$) and a node (zero without a triad) are
\begin{equation}
A_j(m,m')=(-1)^{j-m}\,\delta_{m,-m'} .
\label{eq:arrow}
\end{equation}
\begin{equation}
T_{j_1j_2j_3}(m_1,m_2,m_3)\equiv
\begin{pmatrix} j_1&j_2&j_3\\ m_1&m_2&m_3\end{pmatrix}
=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\,\langle j_1m_1\,j_2m_2|j_3,-m_3\rangle ,
\label{eq:3j}
\end{equation}
A $+$ node is read anticlockwise, a $-$ node clockwise. Joined ends are summed over $m$. $T$ vanishes unless $m_1+m_2+m_3=0$, and
\begin{equation}
\sum_{m_1m_2m_3}T(m_1,m_2,m_3)^2=1 .
\label{eq:norm}
\end{equation}

Rules: (0) cyclic permutation of columns leaves $T$ unchanged; (1) reversing a node sign gives $(-1)^J$; (2) (Lemma 1) reversing an arrow gives $(-1)^{2j}$; (3) three arrows at a node, all out or all in, may be added without any factor. Also
\begin{equation}
A_j^{T}=(-1)^{2j}A_j,\qquad A_jA_j^{T}=A_j^{T}A_j=1,\qquad A_jA_j=(-1)^{2j}\,1 .
\label{eq:rule2}
\end{equation}
\begin{equation}
(-1)^{j+m}=(-1)^{2j}(-1)^{j-m}.
\label{eq:jpm}
\end{equation}
\begin{equation}
A_j(m,m')=\langle jm'|e^{-i\pi J_y}|jm\rangle .
\label{eq:rot}
\end{equation}

With $z_i=(\xi_i,\eta_i)$, $[ab]=\xi_a\eta_b-\eta_a\xi_b$, orthonormal $u_{jm}(z)=\xi^{j+m}\eta^{j-m}/\sqrt{(j+m)!\,(j-m)!}$ and $\Phi=[12]^{k_3}[23]^{k_1}[31]^{k_2}$,
\begin{equation}
\sum_{m_1m_2m_3}T_{j_1j_2j_3}(m_1,m_2,m_3)\,u_{j_1m_1}(z_1)\,u_{j_2m_2}(z_2)\,u_{j_3m_3}(z_3)=N\,\Phi_{j_1j_2j_3}(z_1,z_2,z_3),
\label{eq:gen}
\end{equation}
where $N=1/\|\Phi\|>0$. A component of $\Phi$ is its monomial's coefficient times the weight $\prod_i\sqrt{(j_i+m_i)!\,(j_i-m_i)!}$. The left side, $\Psi$, is the only singlet (vector annihilated by the total $J_\pm,J_z$) up to a factor. Its parts $\phi_m$, multiplying $|j_3m\rangle$, have equal norms.

\subsection{Arrows that are not alike}

\paragraph{Corollary 1.} If two of the added arrows point one way and the arrow on line $j_3$ points the other way, the node is multiplied by $(-1)^{2j_3}$. This follows by reversing the odd arrow with Lemma 1 and then removing the three like arrows.

\paragraph{Corollary 2.} Two arrows out on lines $j_1$ and $j_2$ equal one arrow in on line $j_3$. To see this, add three incoming arrows at the node, between the node and the existing arrows. Lines 1 and 2 then carry two arrows tail to tail, which cancel by $A^TA=1$, and line 3 keeps one incoming arrow. The result can be nonzero only where $m_1+m_2-m_3=0$, in place of the rule $m_1+m_2+m_3=0$ of the bare node. The bare node has nonzero components for every $m_3$, so for $j_3>0$ a pair of arrows is not a mere phase. It changes which components vanish.

\paragraph{Corollary 3.} If every line at a node already carries one arrow, in any directions, reversing all three costs $(-1)^{2J}=1$. In the version of the method in which every line is drawn with an arrow from the start, this is the form taken by the three-line freedom.

\paragraph{Corollary 4.} In a closed diagram that contains no loop free of nodes, each line touches two node legs, so reversing all node signs gives $(-1)^{\sum_{\rm nodes}J}=\prod_{\rm lines}(-1)^{2j}$. This is $-1$ when the number of half-integer lines is odd. If every line carries exactly one arrow, reversing all arrows gives the same product, so reversing all signs and all arrows together leaves the value unchanged.

\subsection{Deforming a drawing}

The value of a diagram depends on which ends are joined, on the cyclic order read at each node, and on the arrows. Lines may be stretched, bent or drawn across one another, and a crossing of two lines away from a node means nothing. If two lines are interchanged at a node, the anticlockwise order is reversed. Keeping the sign then costs $(-1)^J$, while changing the sign as well restores the original reading and costs nothing. A mirror image of a whole diagram with every node sign reversed has the same value as the original. A combined swap and sign change therefore carries no factor, while a node turned over in redrawing with its sign kept carries $(-1)^J$.

\subsection{Two limiting cases}

Let $j_3=0$, so that $j_1=j_2=j$, $k_3=2j$ and $k_1=k_2=0$. Then
\begin{equation}
\Phi=[12]^{2j}=\sum_{t}\binom{2j}{t}(\xi_1\eta_2)^{2j-t}(-\eta_1\xi_2)^t .
\end{equation}
The term with $t=j-m$ has $m_1=m$ and $m_2=-m$, coefficient $(-1)^{j-m}(2j)!/[(j+m)!(j-m)!]$ and weight $(j+m)!(j-m)!$. Its component is $(-1)^{j-m}(2j)!$. There are $2j+1$ such components of equal size, so after normalization
\begin{equation}
T_{jj0}(m,m',0)=\frac{A_j(m,m')}{\sqrt{2j+1}} .
\end{equation}
An arrow is $\sqrt{2j+1}$ times a node with one line of zero angular momentum, with its tail on the first column. Rule (1) then has $J=2j$ and reduces to $A^T=(-1)^{2j}A$, which is rule (2). Rule (3) reduces to $A^TAA=A$.

The second case is a closed diagram of two nodes joined by three plain lines. Draw the nodes left and right with lines $1,2,3$ from top to bottom. The anticlockwise order is $(123)$ at the right node and $(321)$ at the left node. With opposite signs both nodes are read in the same order and the value is $1$ by (\ref{eq:norm}). With equal signs it is $(-1)^J$.

\subsection{Where the rules fail}

The exponent $J$ must be an integer. If it is not, or if the triangle condition fails, the node is zero and the rules say nothing. Phases such as $(-1)^{j}$ or $(-1)^{m}$ with half-integer exponent are not signs. Splitting $(-1)^{j-m}$ into two such factors requires one fixed branch, for example $e^{i\pi j}e^{-i\pi m}$, and each factor is then imaginary. In particular $(-1)^{j+m}$ and $(-1)^{j-m}$ differ by (\ref{eq:jpm}). A convention that defines the arrow with $(-1)^{j+m}$ at the tail interchanges head and tail. Rules (2) and (3) keep their form, but a given picture changes by $(-1)^{2j}$ for each arrow, so pictures from two conventions must not be mixed.

Rules (0) and (1) depend on the phase (\ref{eq:CS}) and on the prefactor in (\ref{eq:3j}). If the coupled states of each ordered triad were given another overall sign that depends on the order of the columns, $N$ in (\ref{eq:gen}) would acquire that sign, and the permutation factors would change. Rules (2) and (3) would survive, since they involve one ordering only. A Clebsch--Gordan coefficient cannot serve as the node, because its norm and phase single out $j_3$ and it lacks cyclic symmetry. Finally, the proof of (0) and (1) used the uniqueness of the singlet. For a group in which a triple product contains several independent invariants, a node needs an extra label, and a permutation of lines may act as a matrix on that label instead of a sign.

\section{Worked example: spin--orbit levels of a $d$ electron}

Take one electron with $l=2$, $s=\tfrac12$ and $H=\zeta\,\mathbf l\cdot\mathbf s$. The chosen input is $\zeta=0.0055$ hartree, or $0.1497$ eV at $27.211386$ eV per hartree. The triads $(l,s,j)$ with $j=\tfrac52$ and $j=\tfrac32$ have $J=5$ and $J=4$, so the node sign factor $(-1)^J$ is $-1$ for the first and $+1$ for the second.

\subsection{Single nodes}

Since $\Phi$ is a multiple of $\Psi$, whose parts $\phi_m$ all have the same norm, $\|\Phi\|^2$ is $2j_3+1$ times the squared norm of the part with $m_3=-j_3$, which is isolated by setting $\xi_3=0$. The squared norm of a monomial is the product of the factorials of its exponents.

For $(2,\tfrac12,\tfrac52)$, $(k_1,k_2,k_3)=(1,4,0)$ and $\Phi=[23][31]^4$. At $\xi_3=0$ this is $\xi_2\eta_3(-\eta_3\xi_1)^4=\xi_1^4\xi_2\eta_3^5$, so $\|\Phi\|^2=6\cdot4!\cdot1!\cdot5!=17280$ and $N=7.607258\times10^{-3}$. The component at $m=(1,\tfrac12,-\tfrac32)$ belongs to the monomial $\xi_1^3\eta_1\,\xi_2\,\xi_3\eta_3^4$. The factor $\xi_2$ comes from the term $\xi_2\eta_3$ of $[23]$, and the rest from the term $\binom41(\xi_3\eta_1)(-\eta_3\xi_1)^3$ of $[31]^4$, so the coefficient is $-4$. The weight is $\sqrt{3!\,1!\cdot1!\,0!\cdot1!\,4!}=12$ and the component is $-48$. The node is $-48\times7.607258\times10^{-3}=-0.365148$. Built independently from Clebsch--Gordan coefficients, the $-$ node and the node with all $m$ reversed are both $+0.365148$, in accord with $(-1)^5=-1$. With three arrows out or three arrows in the value stays $-0.365148$. With arrows out on $l$ and $s$ and in on $j$ it is $+0.365148$, the factor $(-1)^{2j}=-1$ of Corollary 1. With arrows on $l$ and $s$ only it is zero, because Corollary 2 requires $m_1+m_2-m_3=0$ and here that sum is $3$.

For $(2,\tfrac12,\tfrac32)$, $(k_1,k_2,k_3)=(0,3,1)$ and $\Phi=[12][31]^3$. At $\xi_3=0$,
\begin{equation}
\Phi=(\xi_1\eta_2-\eta_1\xi_2)(-\eta_3\xi_1)^3=(-\xi_1^4\eta_2+\xi_1^3\eta_1\xi_2)\,\eta_3^3 ,
\end{equation}
so $\|\Phi\|^2=4\cdot(4!+3!)\cdot3!=720$ and $N=3.726780\times10^{-2}$. The monomial for $m=(1,\tfrac12,-\tfrac32)$ is the second one, with coefficient $+1$ and weight $\sqrt{3!\cdot3!}=6$. The node is $6\times3.726780\times10^{-2}=0.223607$. It keeps this value under reversal of the node sign, reversal of all $m$, and three like arrows in either direction, since $(-1)^4=1$. One unlike arrow on $j$ gives $-0.223607$, and two arrows give zero.

\subsection{The angular momentum operator as a node}

The spherical components of an angular momentum operator are $j_{+1}=-j_+/\sqrt2$, $j_0=j_z$ and $j_{-1}=j_-/\sqrt2$.

\paragraph{Lemma 6.} For $j\ge\tfrac12$, with $R_j=\sqrt{j(j+1)(2j+1)}$,
\begin{equation}
\langle jm'|j_q|jm\rangle=R_j\sum_\mu A_j(m',\mu)\,T_{j1j}(\mu,q,m).
\label{eq:WE}
\end{equation}
This is the Wigner--Eckart form, with an arrow running from the bra index into the node.

\paragraph{Proof.} For $(j,1,j)$, $J=2j+1$, $k_1=k_3=1$ and $k_2=n\equiv2j-1$. Multiplying out,
\begin{align}
[12][23]&=\xi_2\eta_2(\xi_1\eta_3+\eta_1\xi_3)-\xi_2^2\,\eta_1\eta_3-\eta_2^2\,\xi_1\xi_3,\\
[31]^n&=\sum_t\binom nt(-1)^{n-t}(\xi_3\eta_1)^t(\eta_3\xi_1)^{n-t}.
\end{align}
The arrow sets $\mu=-m'$ with the factor $(-1)^{j-m'}$, and the selection rule gives $m'=m+q$. The power of $\xi_3$ is always $j+m$.

For $q=0$ the term $\xi_1\eta_3$ needs $t=j+m$, with sign $(-1)^{j-m-1}$, and the term $\eta_1\xi_3$ needs $t=j+m-1$, with sign $(-1)^{j-m}$. Using $\binom{n}{j+m-1}=n!\,(j+m)/[(j+m)!(j-m)!]$ and $\binom{n}{j+m}=n!\,(j-m)/[(j+m)!(j-m)!]$, the coefficient is $(-1)^{j-m}\,2m\,n!/[(j+m)!(j-m)!]$. The weight is $(j+m)!(j-m)!$. After the arrow factor $(-1)^{j-m}$ the result is $2\,n!\,m=2\,n!\,\langle m|j_0|m\rangle$.

For $q=+1$ the term $-\xi_2^2\eta_1\eta_3$ needs $t=j+m$, giving the coefficient $(-1)^{j-m}n!/[(j+m)!(j-m-1)!]$. The weight is $\sqrt{2\,(j-m-1)!(j+m+1)!(j+m)!(j-m)!}$, and the product is $(-1)^{j-m}\sqrt2\,n!\,a(j,m)$. The arrow factor is $(-1)^{j-m-1}$, so the result is $-\sqrt2\,n!\,a(j,m)=2\,n!\,\langle m+1|j_{+1}|m\rangle$.

For $q=-1$ the term $-\eta_2^2\xi_1\xi_3$ needs $t=j+m-1$, giving the coefficient $-(-1)^{j-m}n!/[(j+m-1)!(j-m)!]$. The weight is $\sqrt{2\,(j-m+1)!(j+m-1)!(j+m)!(j-m)!}$, and the product is $-(-1)^{j-m}\sqrt2\,n!\,a(j,m-1)$. The arrow factor is $(-1)^{j-m+1}$, so the result is $+\sqrt2\,n!\,a(j,m-1)=2\,n!\,\langle m-1|j_{-1}|m\rangle$.

The components of $\Phi$ with the arrow attached are thus $2\,n!\,\langle m'|j_q|m\rangle$. The arrow only permutes components and changes signs, so $\|\Phi\|^2=(2\,n!)^2\sum_{qmm'}|\langle m'|j_q|m\rangle|^2$. The sum is the trace of $\tfrac12j_-j_++j_z^2+\tfrac12j_+j_-=\mathbf j^2$, which is $j(j+1)(2j+1)=R_j^2$. Hence $N=1/(2\,n!\,R_j)$, and (\ref{eq:WE}) follows.

\subsection{The energy as a closed diagram}

The scalar product is $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)=\sum_q(-1)^ql_qs_{-q}$, since the $q=1$ term is $-(-l_+/\sqrt2)(s_-/\sqrt2)$ and the $q=-1$ term is $-(l_-/\sqrt2)(-s_+/\sqrt2)$. From (\ref{eq:arrow}), $A_1(q,r)=(-1)^{1-q}\delta_{q,-r}=-(-1)^q\delta_{q,-r}$, so
\begin{equation}
\mathbf l\cdot\mathbf s=-\sum_{qr}l_q\,A_1(q,r)\,s_r .
\label{eq:ls}
\end{equation}
The operator equals $\tfrac12(\mathbf j^2-\mathbf l^2-\mathbf s^2)$, so its expectation value in $|(ls)jm\rangle$ does not depend on $m$ and may be averaged over $m$. Inverting (\ref{eq:3j}), $\langle la\,sb|jm\rangle=(-1)^{l-s+m}\sqrt{2j+1}\;T_{lsj}(a,b,-m)$. The bra and the ket each supply this phase, whose square is $1$ because $l-s+m$ is an integer, and their factors $\sqrt{2j+1}$ cancel the $1/(2j+1)$ of the average. With $c=-m$,
\begin{equation}
E_j=-\zeta\sum T_{lsj}(a',b',c)\,T_{lsj}(a,b,c)\,\langle la'|l_q|la\rangle\,A_1(q,r)\,\langle sb'|s_r|sb\rangle .
\end{equation}
Inserting (\ref{eq:WE}) twice gives $E_j=-\zeta R_lR_sD$ with
\begin{align}
D=\sum\;&T_{lsj}(a',b',c)\;T_{lsj}(a,b,c)\;T_{l1l}(\mu,q,a)\;T_{s1s}(\nu,r,b)\nonumber\\
&\times A_l(a',\mu)\,A_s(b',\nu)\,A_1(q,r).
\label{eq:D}
\end{align}
Call the four nodes $P,Q,U,V$ in the order written, and mark the bra-side lines with primes. The nodes are read $P(l's'j)$, $Q(lsj)$, $U(l'1l)$, $V(s'1s)$. The lines $l$, $s$, $j$ join $Q$ to $U$, $V$, $P$ and are plain. The arrows run $P\to U$ on $l'$, $P\to V$ on $s'$ and $U\to V$ on the line $1$.

The $6j$ symbol is defined by
\begin{align}
\begin{Bmatrix}j_1&j_2&j_3\\ j_4&j_5&j_6\end{Bmatrix}=\sum_{m_1\dots m_6}&(-1)^{\sum_i(j_i-m_i)}\;
T_{j_1j_2j_3}(-m_1,-m_2,-m_3)\,T_{j_1j_5j_6}(m_1,-m_5,m_6)\nonumber\\
&\times T_{j_4j_2j_6}(m_4,m_2,-m_6)\,T_{j_4j_5j_3}(-m_4,m_5,m_3).
\label{eq:6j}
\end{align}
Each line carries a phase $(-1)^{j_i-m_i}$ with $+m_i$ at one node and $-m_i$ at the other, which is one arrow with its tail at the node holding $+m_i$. Naming the nodes $N_1,\dots,N_4$ in order, the arrows on $j_1,j_2,j_3$ point into $N_1$ from $N_2,N_3,N_4$, and the others run $N_3\to N_4$ on $j_4$, $N_4\to N_2$ on $j_5$ and $N_2\to N_3$ on $j_6$. Drawn with $N_1$ at the centre, $N_2$ at the top, $N_3$ at lower left and $N_4$ at lower right, all four nodes are $+$ and the outer arrows circulate anticlockwise.

Match $Q=N_1$, $U=N_2$, $V=N_3$, $P=N_4$, so that $(j_1,\dots,j_6)=(l,s,j,s',l',1)$. The differences between $D$ and (\ref{eq:6j}) are removed one at a time.

The arrows on $l'$ ($P\to U$) and on $1$ ($U\to V$) agree with the standard form. The arrow on $s'$ runs $P\to V$ and must run $V\to P$. Rule (2) gives $D=(-1)^{2s}D_1$.

Node $U$ is read $(l'1l)$, a cyclic permutation of the required $(l\,l'1)$, so rule (0) gives no factor. Node $V$ is read $(s'1s)$ and must be read $(s's1)$, an odd permutation. Rule (1) with $J=2s+1$ gives $D_1=(-1)^{2s+1}D_2$.

Node $P$ is read $(l's'j)$ and must be read $(s'l'j)$. Rule (1) gives $D_2=(-1)^{l+s+j}D_3$.

The three plain lines at $Q$ receive three incoming arrows. Rule (3) gives $D_3$ equal to the $6j$ symbol.

Since $(-1)^{2s}(-1)^{2s+1}=(-1)^{4s+1}=-1$ for any $s$,
\begin{equation}
D=-(-1)^{l+s+j}\begin{Bmatrix}l&s&j\\ s&l&1\end{Bmatrix},\qquad
E_j=\zeta\,(-1)^{l+s+j}R_lR_s\begin{Bmatrix}l&s&j\\ s&l&1\end{Bmatrix}.
\label{eq:E}
\end{equation}

\subsection{Numbers}

The reduced factors are $R_l=\sqrt{2\cdot3\cdot5}=5.477226$ and $R_s=\sqrt{\tfrac12\cdot\tfrac32\cdot2}=1.224745$, with product $6.708204$. Each diagram was summed explicitly over all its $m$ values, without use of the rules.

\begin{center}
\begin{tabular}{lrr}
 & $j=5/2$ & $j=3/2$\\
$D$ & $-0.149071$ & $0.223607$\\
$D_1$ (arrow on $s'$ reversed) & $0.149071$ & $-0.223607$\\
$D_2$ ($V$ flipped) & $0.149071$ & $-0.223607$\\
$D_3$ ($P$ flipped) & $-0.149071$ & $-0.223607$\\
$6j$ (three arrows into $Q$) & $-0.149071$ & $-0.223607$
\end{tabular}
\end{center}

The first step changes the sign in both columns, since $(-1)^{2s}=-1$. The second changes nothing, since $(-1)^{2s+1}=+1$. The third changes the sign only for $j=\tfrac52$, where $J=5$. The last changes nothing. The exact $6j$ values are $-\sqrt5/15$ and $-\sqrt5/10$. The equality in magnitude between the second of these and the single node entry $0.223607$ found earlier is a coincidence of this example.

For $j=\tfrac52$, $E/\zeta=-6.708204\times(-0.149071)=1.0000$, so $E=0.005500$ hartree $=0.1497$ eV. For $j=\tfrac32$, $E/\zeta=-6.708204\times0.223607=-1.5000$, so $E=-0.008250$ hartree $=-0.2245$ eV. The operator identity gives the same values with no diagram. With $l(l+1)+s(s+1)=\tfrac{27}{4}$, one finds $\tfrac12(\tfrac{35}{4}-\tfrac{27}{4})=1$ and $\tfrac12(\tfrac{15}{4}-\tfrac{27}{4})=-\tfrac32$. Diagonalizing the $10\times10$ matrix of $\zeta\,\mathbf l\cdot\mathbf s$ yields $-0.008250$ hartree four times and $0.005500$ hartree six times. The splitting is $0.005500-(-0.008250)=0.013750$ hartree $=0.3742$ eV, and the weighted sum $6\times0.005500+4\times(-0.008250)$ vanishes, as it must for a traceless operator.

The example shows what a lost sign costs. Omitting the factor for the arrow on $s'$ inverts the doublet and puts $j=\tfrac52$ lowest. Omitting the factor for node $P$ changes the sign of the $j=\tfrac52$ level alone, and the trace no longer vanishes.

\section{What the numerical check tests}

The numerical check below builds each node from its definition. It finds the highest-weight vector as a null vector of $J_+$, fixes its sign by (\ref{eq:CS}), lowers it, and does this separately for every ordering of the columns, so that no permutation rule is assumed. For all 106 ordered triads with $2j\le6$ it compares these nodes with the normalized bracket polynomial, and tests cyclic symmetry, two transpositions, the reversal of all $m$, three arrows out and in, and Corollaries 1 and 2. For the smaller triads it also compares with an independent symbolic $3j$ routine. The arrow is compared with the matrix exponential in (\ref{eq:rot}), and (\ref{eq:rule2}) is tested by matrix multiplication. For one bracket polynomial, the singlet property under $J_\pm$ and the invariance under $\xi\to\eta$, $\eta\to-\xi$ are verified symbolically. Equation (\ref{eq:WE}) is compared with the ladder matrices. For seven pairs $(l,s)$, including integer $s$ and half-integer $l$, each diagram in the chain from $D$ to the $6j$ symbol is contracted explicitly, the $6j$ value is compared with a symbolic routine, and the levels (\ref{eq:E}) are compared with the eigenvalues of $\mathbf l\cdot\mathbf s$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
triads tested (2j<=6): 106
1 hartree = 27.211386 eV
input: l=2, s=1/2, zeta = 0.0055 hartree = 0.1497 eV
R_l = 5.477226, R_s = 1.224745, R_l R_s = 6.708204 (dimensionless)
arrow matrix j=1/2: [[0, 1], [-1, 0]]
arrow matrix j=1: [[0, 0, 1], [0, -1, 0], [1, 0, 0]]
--- j = 5/2: J = 5, (k1,k2,k3) = (1, 4, 0), (-1)^J = -1
|Phi|^2 = 17280.0, N = 7.607258e-03
component of Phi at m=(1,1/2,-3/2) = -48.000000
node + at m=(1,1/2,-3/2) = -0.365148
node - (columns 1,2 swapped) = 0.365148
all m reversed = 0.365148
three arrows out = -0.365148
three arrows in = -0.365148
l,s out and j in = 0.365148
only l,s out = 0.000000
D (original diagram) = -0.149071
after reversing s' arrow (factor -1) = 0.149071
after flipping V (factor 1) = 0.149071
after flipping P (factor -1) = -0.149071
after three arrows into Q: 6j = -0.149071 = -sqrt(5)/15
E/zeta = 1.000000, E = 0.005500 hartree = 0.1497 eV
--- j = 3/2: J = 4, (k1,k2,k3) = (0, 3, 1), (-1)^J = 1
|Phi|^2 = 720.0, N = 3.726780e-02
component of Phi at m=(1,1/2,-3/2) = 6.000000
node + at m=(1,1/2,-3/2) = 0.223607
node - (columns 1,2 swapped) = 0.223607
all m reversed = 0.223607
three arrows out = 0.223607
three arrows in = 0.223607
l,s out and j in = -0.223607
only l,s out = 0.000000
D (original diagram) = 0.223607
after reversing s' arrow (factor -1) = -0.223607
after flipping V (factor 1) = -0.223607
after flipping P (factor 1) = -0.223607
after three arrows into Q: 6j = -0.223607 = -sqrt(5)/10
E/zeta = -1.500000, E = -0.008250 hartree = -0.2245 eV
diagonalisation: -0.008250 hartree (x4), 0.005500 hartree (x6)
splitting = 0.013750 hartree = 0.3742 eV
\end{verbatim}
